# The Luttinger Hamiltonian and Hole Masses along 100 and 111

## 1. What symmetry fixes

At the top of the valence band of many cubic semiconductors four states meet at $\mathbf k=0$. They transform under rotations of the crystal like the states of an angular momentum $j=3/2$. Close to this edge the holes are described by a $4\times4$ Hermitian matrix $H(\mathbf k)$, expanded in powers of $\mathbf k$. The quadratic term must be an energy, so it is

$$T_0=\frac{\hbar^2}{2m_0}$$

times products $k_ik_j$ times dimensionless matrices, where $m_0$ is the free-electron mass. Symmetry decides which matrices may accompany which products, and three real numbers remain free.

The assumptions are these. The crystal has the full cubic group $O_h$, which contains inversion; there is no strain and no magnetic field, so the $k_i$ commute; the split-off band and all other bands act only through the values of the constants. Hole energy is counted positive into the band, so the electron energy measured from the edge is $-H$. The axes $x,y,z$ are the cube axes, $J_i$ are the spin-3/2 matrices in units of $\hbar$, and $\{A,B\}=\tfrac12(AB+BA)$.

**Inversion** reverses $\mathbf k$ and leaves $\mathbf J$ unchanged, so $H(-\mathbf k)=H(\mathbf k)$ and no linear term exists.

**Time reversal** reverses both $\mathbf k$ and $\mathbf J$. A quadratic term can then contain only matrices that are even in $\mathbf J$. The 16 independent Hermitian matrices group into tensors of rank 0, 1, 2 and 3, with $1+3+5+7$ members. A tensor of rank $r$ is a symmetrized real polynomial of degree $r$ in $\mathbf J$, so it acquires the sign $(-1)^r$. The even ones number $1+5=6$, the odd ones $3+7=10$. The six even matrices are spanned by

$$J_x^2,\;J_y^2,\;J_z^2,\;\{J_y,J_z\},\;\{J_z,J_x\},\;\{J_x,J_y\},$$

with the unit matrix contained through $J_x^2+J_y^2+J_z^2=\tfrac{15}{4}$.

**Cubic rotations** must leave $H$ unchanged when $\mathbf k$ and $\mathbf J$ are rotated together.

- A half-turn about $z$ reverses the $x$ and $y$ components. Under the three half-turns, $k_yk_z$ has signs $(+,-,-)$, $k_zk_x$ has $(-,+,-)$, $k_xk_y$ has $(-,-,+)$, and each square has $(+,+,+)$. The matrices behave likewise. Hence $k_yk_z$ can multiply only $\{J_y,J_z\}$, and so on, while squares multiply squares.
- A third-turn about 111 permutes $x,y,z$ cyclically, so the three mixed terms share one coefficient $c$.
- For the squares write $\sum_{il}C_{il}k_i^2J_l^2$. The third-turn and the quarter-turns together produce every permutation of the axes. Therefore all $C_{ii}$ are equal and all $C_{il}$ with $i\ne l$ are equal, so $C_{il}=b\,\delta_{il}+q$. The $q$ part is $q\,k^2J^2=\tfrac{15}{4}q\,k^2\equiv a\,k^2$.

The result is

$$\frac{H}{T_0}=a\,k^2+b\sum_ik_i^2J_i^2+c\sum_{i<j}k_ik_j\{J_i,J_j\}.\qquad(1)$$

Both symmetries beyond the rotations matter. The combination $k_yk_z\{J_x,J_y^2-J_z^2\}$ plus its cyclic partners is invariant under all cubic rotations, but it is odd in $\mathbf J$, and time reversal removes it. In zinc blende, which lacks inversion, the linear term $\sum_x k_x\{J_x,J_y^2-J_z^2\}$ (cyclic sum) is allowed. Equation (1) then describes only the quadratic part, and very close to $\mathbf k=0$ the linear term dominates the splitting, although along 111 two of the four states receive no linear energy from it.

## 2. The Luttinger parameters

It is useful to separate the average of the four energies from their splitting. Each $J_i$ has eigenvalues $\pm\tfrac32,\pm\tfrac12$, so the mean eigenvalue of $J_i^2$ is

$$\tfrac14\left(2\cdot\tfrac94+2\cdot\tfrac14\right)=\tfrac54 .$$

The mixed products have zero trace. Hence

$$a\,k^2+b\sum_ik_i^2J_i^2=\left(a+\tfrac54b\right)k^2+b\sum_ik_i^2\left(J_i^2-\tfrac54\right).$$

Define

$$\gamma_1=a+\tfrac54b,\qquad\gamma_2=-\tfrac12b,\qquad\gamma_3=-\tfrac14c .$$

Then $b=-2\gamma_2$, $c=-4\gamma_3$ and $a=\gamma_1+\tfrac52\gamma_2$, which gives the Luttinger Hamiltonian

$$H=T_0\Big[\left(\gamma_1+\tfrac52\gamma_2\right)k^2-2\gamma_2\sum_ik_i^2J_i^2-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}\Big].\qquad(2)$$

The parameter $\gamma_1$ is the mean inverse mass in units of $1/m_0$; $\gamma_2$ and $\gamma_3$ measure the splitting. The signs are chosen so that positive $\gamma_2,\gamma_3$ make the states with $\mathbf J\cdot\mathbf n=\pm\tfrac32$ the heavy ones along 100 and 111, where $\mathbf n=\mathbf k/k$; in a general direction $\mathbf J\cdot\mathbf n$ is only an approximate label.

## 3. Masses along 100

For $\mathbf k=(k,0,0)$ the mixed terms vanish and

$$\frac{H}{T_0k^2}=\gamma_1+\tfrac52\gamma_2-2\gamma_2J_x^2 .$$

The eigenstates are those of $J_x$. For $J_x=\pm\tfrac32$ the last term is $-\tfrac92\gamma_2$; for $J_x=\pm\tfrac12$ it is $-\tfrac12\gamma_2$. The two values are $\gamma_1-2\gamma_2$ and $\gamma_1+2\gamma_2$. Setting $E=\hbar^2k^2/2m=T_0k^2\,(m_0/m)$ gives

$$m_{hh}^{100}=\frac{m_0}{\gamma_1-2\gamma_2},\qquad m_{lh}^{100}=\frac{m_0}{\gamma_1+2\gamma_2}.\qquad(3)$$

## 4. Masses along 111

Now $k_x=k_y=k_z=k/\sqrt3$. The square terms lose their matrix character:

$$-2\gamma_2\sum_ik_i^2J_i^2=-2\gamma_2\,\frac{k^2}{3}\cdot\frac{15}{4}=-\tfrac52\gamma_2k^2,$$

which cancels the $\tfrac52\gamma_2k^2$ in (2). So $\gamma_2$ drops out. For the mixed terms, expand the square of $\mathbf J\cdot\mathbf n=(J_x+J_y+J_z)/\sqrt3$:

$$(\mathbf J\cdot\mathbf n)^2=\tfrac13\Big[\tfrac{15}{4}+2\sum_{i<j}\{J_i,J_j\}\Big]
\;\Rightarrow\;\sum_{i<j}\{J_i,J_j\}=\tfrac32\left[(\mathbf J\cdot\mathbf n)^2-\tfrac54\right].$$

Each product $k_ik_j$ equals $k^2/3$, hence

$$\frac{H}{T_0k^2}=\gamma_1-\frac{4\gamma_3}{3}\cdot\frac32\left[(\mathbf J\cdot\mathbf n)^2-\tfrac54\right]=\gamma_1-2\gamma_3\left[(\mathbf J\cdot\mathbf n)^2-\tfrac54\right].$$

The bracket is $+1$ for $\mathbf J\cdot\mathbf n=\pm\tfrac32$ and $-1$ for $\pm\tfrac12$, so

$$m_{hh}^{111}=\frac{m_0}{\gamma_1-2\gamma_3},\qquad m_{lh}^{111}=\frac{m_0}{\gamma_1+2\gamma_3}.\qquad(4)$$

The names heavy and light in (3) and (4) presuppose $\gamma_2>0$ and $\gamma_3>0$. If one of them is negative, the $\pm\tfrac32$ pair is the lighter one along that axis.

## 5. Any other direction

Order the basis as $J_z=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$ and read it as a product of two two-level systems, $(++),(+-),(-+),(--)$. With $J_\pm=J_x\pm iJ_y$, whose nonzero elements are $\sqrt3,2,\sqrt3$, direct multiplication gives

$$\Gamma_1=\tfrac{2}{\sqrt3}\{J_y,J_z\}=\sigma_z\otimes\sigma_y,\quad
\Gamma_2=\tfrac{2}{\sqrt3}\{J_z,J_x\}=\sigma_z\otimes\sigma_x,\quad
\Gamma_3=\tfrac{2}{\sqrt3}\{J_x,J_y\}=\sigma_y\otimes1,$$

$$\Gamma_4=\tfrac{1}{\sqrt3}(J_x^2-J_y^2)=\sigma_x\otimes1,\qquad
\Gamma_5=J_z^2-\tfrac54=\sigma_z\otimes\sigma_z .$$

Each squares to 1, and any two anticommute because they differ by one anticommuting pair of Pauli matrices. From $J_x^2+J_y^2=\tfrac{15}{4}-J_z^2$ follow $J_x^2-\tfrac54=\tfrac12(-\Gamma_5+\sqrt3\,\Gamma_4)$ and $J_y^2-\tfrac54=\tfrac12(-\Gamma_5-\sqrt3\,\Gamma_4)$. The traceless part of (2) becomes

$$\frac{H}{T_0}-\gamma_1k^2=-\gamma_2(2k_z^2-k_x^2-k_y^2)\Gamma_5-\sqrt3\gamma_2(k_x^2-k_y^2)\Gamma_4-2\sqrt3\gamma_3(k_yk_z\Gamma_1+k_zk_x\Gamma_2+k_xk_y\Gamma_3).$$

When this is squared, all cross terms cancel by anticommutation. Let $Q=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2$. The $\gamma_2^2$ terms add up to

$$(2k_z^2-k_x^2-k_y^2)^2+3(k_x^2-k_y^2)^2=4(k_x^4+k_y^4+k_z^4-Q)=4(k^4-3Q),$$

since $k_x^4+k_y^4+k_z^4=k^4-2Q$. The $\gamma_3^2$ terms give $12Q$. The square is therefore a multiple of the unit matrix, and as the trace is zero each sign of the root occurs twice:

$$E_\pm=T_0\Big[\gamma_1k^2\pm\sqrt{4\gamma_2^2k^4+12(\gamma_3^2-\gamma_2^2)Q}\Big].\qquad(5)$$

Along 100, $Q=0$; along 111, $Q=k^4/3$; the results (3) and (4) return. These are the smallest and largest values of $Q$ at fixed $k$, and the radicand is linear in $Q$, so the masses in all other directions lie between those along 100 and 111. It also follows that $\mathbf k=0$ is a true band edge in every direction if $\gamma_1>2|\gamma_2|$ and $\gamma_1>2|\gamma_3|$.

Along 110, $Q=k^4/4$ and the root is $k^2\sqrt{\gamma_2^2+3\gamma_3^2}$. Here $\mathbf J\cdot\mathbf n$ does not commute with $H$ unless $\gamma_2=\gamma_3$.

In that spherical limit, $\gamma_2=\gamma_3=\gamma$, the identity $(\mathbf k\cdot\mathbf J)^2=\sum_ik_i^2J_i^2+2\sum_{i<j}k_ik_j\{J_i,J_j\}$ turns (2) into

$$H=T_0\left[\left(\gamma_1+\tfrac52\gamma\right)k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\right],$$

and the masses no longer depend on direction. In (5) the direction enters only through the term with $\gamma_3^2-\gamma_2^2$. For positive $\gamma_2,\gamma_3$ the warping therefore vanishes only at $\gamma_2=\gamma_3$, and the difference $\gamma_3-\gamma_2$ measures it.

## 6. A worked example

Take $\gamma_1=13$, $\gamma_2=4$, $\gamma_3=5.5$, rough values in the regime of germanium, which has inversion symmetry. The masses in units of $m_0$ are:

| Direction | Heavy | Light |
|---|---|---|
| 100 | $1/(13-8)=0.200$ | $1/(13+8)=0.048$ |
| 111 | $1/(13-11)=0.500$ | $1/(13+11)=0.042$ |
| 110 | $1/(13-10.33)=0.375$ | $1/(13+10.33)=0.043$ |

The heavy mass changes by a factor 2.5 between 100 and 111, while the light mass changes little. The same shift $2(\gamma_3-\gamma_2)=3$ is subtracted from an inverse mass of 5 in one case and added to 21 in the other. For the same reason the heavy mass along 111, a small difference of large numbers, is sensitive to errors in the parameters: its relative error is $2\,\delta\gamma_3/(\gamma_1-2\gamma_3)$ for a small error $\delta\gamma_3$.

With $T_0=0.0381$ eV nm² and $k=0.2$ nm⁻¹, $T_0k^2=1.52$ meV. The energies are 7.6 meV (heavy) and 32.0 meV (light) along 100, and 3.0 meV and 36.6 meV along 111. These are the parabolic values of (2); the larger model of section 7 lowers the two light-hole energies to 30.1 and 33.6 meV.

Along 110 the mean of $(\mathbf J\cdot\mathbf n)^2$ in the heavy pair is 2.242, against $\tfrac94$ for a pure $\pm\tfrac32$ pair. The energy is strongly warped, yet the character of the states is almost unchanged.

## 7. What the four-band model leaves out

**Nearby bands.** A larger model with one $s$ and three $p$ orbitals, each with two spin states, gives the size of the error. In hole energy its $p$ block has diagonal elements $T_0[(\gamma_1'-2\gamma_2')k^2+6\gamma_2'k_i^2]$ and off-diagonal elements $6T_0\gamma_3'k_ik_j$. Spin-orbit coupling places the $j=1/2$ states at $\Delta=0.3$ eV. The $s$ state lies at $-E_g-T_0k^2$ with $E_g=0.9$ eV and couples to $p_i$ with strength $\sqrt{E_PT_0}\,k_i$, $E_P=26$ eV. These energies are again rough values for germanium.

In second order the $s$ state adds $T_0(E_P/E_g)k_ik_j$ to the $p$ block. That raises $\gamma_1$ by $E_P/3E_g$ and $\gamma_2,\gamma_3$ by $E_P/6E_g$ each. The primed parameters are the $\gamma$'s less these amounts, so the masses at $\mathbf k=0$ stay as in the table.

The $8\times8$ matrix was diagonalized numerically at the wave numbers where the parabolic energy equals the thermal energy at 300 K, 25.9 meV. For light holes these are 0.180 nm⁻¹ (100) and 0.168 nm⁻¹ (111). Relative to the parabolic value, the light-hole energy is lower by 5.0 % along 100 and 5.8 % along 111. With the split-off band alone ($E_P=0$, unprimed parameters) the reductions are 2.6 % and 3.8 %.

Heavy holes along 100 and 111 are not shifted in this model. Their orbital part is perpendicular to $\mathbf k$, whereas the $s$ state couples to the parallel orbital. The two perpendicular orbitals have equal energy along these axes, so nothing mixes $\pm\tfrac32$ with the split-off states, which have $\mathbf J\cdot\mathbf n=\pm\tfrac12$. Along 110 the perpendicular orbitals differ in energy, by $3(\gamma_3-\gamma_2)T_0k^2$, and the heavy-hole energy falls by 9 % at its own thermal wave number.

Higher bands, at a rough distance of 3 eV, add corrections of order $25.9\ \text{meV}/3\ \text{eV}\approx0.9$ %.

**Temperature.** If $E_g$ shrinks by 0.1 eV on warming, with $E_P$ and the primed parameters held fixed, $\gamma_1+2\gamma$ grows by $\tfrac23E_P(1/0.8-1/0.9)$, energies in eV. The light masses fall by 10 % (100) and 9 % (111). The combination $\gamma_1-2\gamma$ contains no $E_g$, so the heavy masses along 100 and 111 stay put; along 110 the heavy mass falls by only 0.3 %. This estimate treats the whole gap shift as a change of energy denominator.

**Collisions.** A rough room-temperature mobility $\mu=2000$ cm²/Vs and the heavy mass $0.2\,m_0$ give a momentum-relaxation time $\tau=\mu m/e=227$ fs. Taken as the lifetime of a state, it means a level width $\hbar/\tau=2.9$ meV, 11 % of the thermal energy. This estimates only the blurring of the levels; scattering can also shift them, which is not included here.

**Real materials and devices.** For bulk germanium near the band edge the example's parameters are typical, and the corrections above are the scale of error to expect for holes at the thermal energy of 300 K. They grow roughly in proportion to the energy: at 1.5 times the thermal energy the model gives 13 % for heavy holes along 110 and 8.5 % for light holes along 111. In silicon the spin-orbit splitting is only roughly 0.04 eV, comparable with the thermal energy at 300 K, and the four-band model is then unsafe at thermal energies.

Strained layers break the assumed cubic symmetry. Suppose strain along $z$ makes the $J_z=\pm\tfrac32$ pair the band edge, with a splitting large against the kinetic energies but small against $\Delta$. For motion along $x$ the mean of $J_x^2$ in this pair is $\tfrac12(\tfrac{15}{4}-\tfrac94)=\tfrac34$, and (2) gives an inverse mass $\gamma_1+\tfrac52\gamma_2-\tfrac32\gamma_2=\gamma_1+\gamma_2$. The in-plane mass of the topmost holes becomes $m_0/17$, in place of $m_0/5$ for unstrained heavy holes along 100. A bulk heavy-hole mass should therefore not be used for in-plane transport in such a layer. In this model the value $m_0/17$ is itself a limit, approached only in wide layers and at low energy. In a thin layer the confinement energies count among the kinetic energies, and the $\gamma_3k_zk_x$ term mixes in light subbands: for a hard-wall well with a splitting of 50 meV, (2) gives an in-plane inverse mass of 14.9 at 20 nm width and 14.0 at 10 nm, in place of 17. These numbers depend on the wall: with an unstrained barrier of 0.15 eV, the same $\gamma$'s and the split-off band included, they fall to about 14.6 and 12.5. Without confinement and with the same splitting, (2) puts the energy at the thermal wave number 11 % (100) and 19 % (110) below the parabolic value; in the $8\times8$ model, with the split-off and $s$ bands, the reductions are 16 % and 28 %.

Numbers in the example were calculated in double precision.
